# Self-consistent image-charge correction: potential, defect levels and forces, part 2

A defect of net charge $q=\int\rho$ (in units of $e$) with $f$ trapped electrons sits in a cubic periodic cell of side $L$ and uniform dielectric constant $\varepsilon$; $k=e^2/4\pi\varepsilon_0$. Charge densities $\rho$ are in $e$ per volume, potentials $\phi$ are energies per $e$. $G_{\rm iso}\rho$ solves $-\nabla\cdot\varepsilon\nabla\phi=4\pi k\rho$ and vanishes at infinity; $G_{\rm per}\rho$ solves $-\nabla\cdot\varepsilon\nabla\phi=4\pi k(\rho-q/L^3)$ with zero cell average. With $K=G_{\rm iso}-G_{\rm per}$ and $M$ a linear map,
$$U=K\rho,\qquad E_{\rm cor}=\tfrac12\int\rho\,U,\qquad\rho=\rho_{\rm ion}-M(n-n_{\rm ref}).$$

**A1:** $\rho$ lies in a region of size $a\ll L$ near the cell centre. **A3:** host electrons survive only as $\varepsilon$; $n=f\psi^2$ for one real normalised orbital, $M=1$, $n_{\rm ref}=0$.

The periodic functional $E_0=f\langle\psi|T|\psi\rangle+\Phi[n,R]$ ($T$ kinetic operator, $R$ ionic coordinate) has minimiser $n_0=f\psi_0^2$, level $\mu_0$, force $F_0$; $E_{\rm post}=E_0[n_0]+E_{\rm cor}[n_0]$. The self-consistent potential correction (SCPC) minimises $E_0+E_{\rm cor}$, giving $E_{\rm SC}$, $n_{\rm SC}$, $\mu_{\rm SC}$, $F_{\rm SC}$. $\Delta=E_{\rm SC}-E_{\rm post}$; $U_0$, $V_0$ are taken at $n_0$; $\langle\cdot\rangle$ averages over $\psi_0^2$; $\chi$ is the uncorrected self-consistent density response at fixed $f$.

**Lemma 1.** $V\equiv\delta E_{\rm cor}/\delta n=-M^{\rm T}K\rho$.

**Lemma 2.** $K(\mathbf r,\mathbf r')=(k/\varepsilon L)\,u(\mathbf s)$, $\mathbf s=(\mathbf r-\mathbf r')/L$, $u(\mathbf s)=\alpha-\tfrac{2\pi}{3}s^2+O(s^4)$, $\alpha=2.837297$; $u=1/s-g$, $g$ of zero mean.

**Lemma 3.** With $\mathbf p=\int\rho\,\mathbf r$, $Q=\int\rho\,r^2$, $\kappa=2\pi k/3\varepsilon L^3$, up to order $a^4/L^5$,
$$U(\mathbf r)=\frac{\alpha kq}{\varepsilon L}-\kappa\,(qr^2-2\mathbf p\cdot\mathbf r+Q),\qquad E_{\rm cor}=\frac{\alpha kq^2}{2\varepsilon L}-\kappa\,(qQ-p^2).$$

**Theorem.**
(b) $E_0[n_0]+E_{\rm cor}[n_{\rm SC}]\le E_{\rm SC}\le E_{\rm post}$, $\Delta=\frac12\int V_0\chi V_0+O(L^{-9})=O(L^{-6})$.
(c) $\mu_{\rm SC}-\mu_0=\langle V_0\rangle+f\int V_0\,\partial_f\psi_0^2+d\Delta/df$.
(d) $F_{\rm SC}-F_0=-\int U_0\,\partial_R\rho_{\rm ion}-\int V_0\,\partial_Rn_0-d\Delta/dR$.

**Remark 2.** The rigid level is $\mu_0-2E_{\rm cor}/q$, and
$$\langle V_0\rangle+\frac{2E_{\rm cor}}{q}=\kappa\left[q\langle|\mathbf r-\mathbf p/q|^2\rangle-(Q-p^2/q)\right]+O(L^{-5}).$$

**Remark 3.** Adding $t\int V_0n$ to $E_0$, $V_0$ frozen, gives at $t=0$
$$\partial_t\mu=\langle V_0\rangle+f\int V_0\,\partial_f\psi_0^2,\qquad\partial_tF=-\int V_0\,\partial_Rn_0 .$$

**Remark 4.** For a spherical ion of charge $Z$ at $\mathbf R$, the direct (first) term of (d) is $2\kappa Z(q\mathbf R-\mathbf p)$ at leading order.

**6. What SCPC saves.** $dE_{\rm post}/df$ and $-dE_{\rm post}/dR$ match SCPC to $O(L^{-6})$ but need $\partial_fn_0$ and $\partial_Rn_0$. In SCPC, stationarity of $E_0+E_{\rm cor}$ gives $F_{\rm SC}=-\partial_R\Phi[n_{\rm SC},R]-\int U[n_{\rm SC}]\,\partial_R\rho_{\rm ion}$ with no response calculation. A scheme that corrects only the final energy keeps $F_0$, in error at $O(L^{-3})$. If the electrostatic part of $\Phi$ is $\frac12\rho G_{\rm per}\rho$ with the same $\rho$, then $E_0+E_{\rm cor}$ contains $\frac12\rho G_{\rm iso}\rho$: it is the isolated functional on periodic orbitals, and $L$ enters through the tails of the orbital, by the periodic boundary condition on $\psi$ and by the cut of the density at the cell faces.

**7. Limits.** Without cubic symmetry a harmonic quadratic term is allowed in $u$ and changes the $L^{-3}$ formulas. If $\varepsilon$ depends on $n$, $V$ gains a term in $\delta\varepsilon/\delta n$. If the orbital fills the cell, Lemma 3 and the power counting fail.

## Worked example

The model has round parameters: $\varepsilon=3$, Gaussian charges $Z_A=2$ at $x=-0.15$ nm and $Z_B=1$ at $x=R=0.15$ nm, each of standard deviation $0.1$ nm, and $f=1$, so $q=2$. The mass is the free-electron mass and
$$\Phi=\tfrac12\rho G_{\rm per}\rho-\tfrac34\left(\tfrac3\pi\right)^{1/3}\frac{k}{\varepsilon}\int n^{4/3},$$
screened Hartree plus spin-unpolarised Slater exchange, without correlation. The orbital is periodic on a $0.0625$ nm grid. Energies include the self-energies of the Gaussians. Many digits are kept because the small differences are the subject; they describe this model, not a material. The printed output of the numerical check follows the text, with levels labelled eps.

At $L=2$ nm, $k/\varepsilon=0.076903$ aJ nm and $\kappa=0.076903\times2\pi/24=0.020133$ aJ/nm². The moments are $p=-0.07627$ nm, $Q=0.08932$ nm², $\langle x\rangle=-0.07373$ nm, $\langle r^2\rangle=0.06818$ nm².

*Energy.* The $1/L$ term is $2.837297\times0.076903\times4/4=0.218196$ aJ and the $L^{-3}$ term is $-0.020133\,(0.17864-0.00582)=-0.00348$ aJ ($-0.003480$ aJ from the unrounded moments). The grid value $E_{\rm cor}=0.214627$ aJ $=1339.6$ meV leaves $-8.86\times10^{-5}$ aJ, against $-2.91\times10^{-5}$ aJ at $L=2.5$ nm; the ratio $3.04$ compares with $1.25^5=3.05$. The bracket reads $0.8858418\le0.8858568\le0.8858722$ aJ, and $\Delta=-1.538\times10^{-5}$ aJ $=-0.096$ meV. Two solutions $n_\pm$ in frozen potentials $\pm V_0$ give $\frac12\int V_0\chi V_0\approx\frac14\int V_0(n_+-n_-)=-1.576\times10^{-5}$ aJ, which is $2.5\%$ larger than $\Delta$ in size; both the Taylor series and this estimate omit higher orders in $V_0$. Between the two cells $|\Delta|$ falls with apparent exponent $6.18$.

*Level.* The rigid shift is $-0.214627$ aJ, numerically $-E_{\rm cor}$ because $q=2$. The bracket of Remark 2 is $(0.13636-0.01125+0.00291)-(0.08932-0.00291)=0.04161$ nm², giving $8.38\times10^{-4}$ aJ. The grid value is $7.81\times10^{-4}$ aJ; the difference is the sum of the printed remainders, $(3.18-8.86)\times10^{-5}$ aJ. Statement (c) then reads
$$\mu_{\rm SC}-\left(\mu_0-\frac{2E_{\rm cor}}{q}\right)=(7.807+5.598-0.110)\times10^{-4}=1.3295\times10^{-3}\ {\rm aJ}=8.3\ {\rm meV}.$$
The relaxation term is of the same size as the spread term. The frozen-potential route of Remark 3 gives $5.607\times10^{-4}$ aJ for it. At $2.5$ nm the total is $6.79\times10^{-4}$ aJ $=4.2$ meV, a ratio of $1.96$ against $1.25^3=1.95$. The closeness is partly a cancellation: the bracket of Remark 2 falls to $0.04043$ nm² at $2.5$ nm, so the leading spread term alone has ratio $8.38/4.17=2.01$, and the remainders, $-5.68\times10^{-5}$ and $-1.88\times10^{-5}$ aJ, bring the grid spread term back to $7.81/3.98=1.96$.

*Force on B.* The leading direct term is $2\times0.020133\,(0.30+0.07627)=0.015151$ nN. The grid value $0.016350$ nN exceeds it by $7.9\%$; at $2.5$ nm the excess is $5.1\%$, smaller by $1.56=1.25^2$. Statement (d) reads $0.016350-0.003325+0.000068=0.013093$ nN, taking $F_0=0.790209$ nN to $F_{\rm SC}=0.803302$ nN, a change of $1.6\%$ of $F_{\rm SC}$. The direct term alone overshoots the full correction by $25\%$ of that correction.

*Size dependence.* From $2$ to $2.5$ nm, $\mu_{\rm SC}$ moves from $-0.573485$ to $-0.573478$ aJ and $F_{\rm SC}$ from $0.803302$ to $0.803284$ nN, while the rigid level moves from $-0.574814$ to $-0.574157$ aJ and $F_0$ from $0.790209$ to $0.796773$ nN. That the small SCPC drift comes from overlap of the orbital with its images is a conjecture consistent with Remark 6.

The program asserts (c) to $2\times10^{-7}$ aJ and (d) to $10^{-6}$ nN, using finite differences in $f$ and $R$.

## Where A3 is needed: an explicit host

When the host electrons are present, a local potential acts on them too. Model the host by a periodic polarisation $\mathbf P$ with bound charge $\rho_b=-\nabla\cdot\mathbf P$ and local linear response, around a rigid free charge $\rho_f$. Let $v$ be the unscreened periodic kernel, $-\nabla^2v\rho=4\pi k(\rho-\bar\rho)$, a bar denoting the cell average, and let $\phi_f=v\rho_f$, $\phi_b=v\rho_b$:
$$E_h=\int\frac{2\pi kP^2}{\varepsilon-1}+\tfrac12\int(\rho_f+\rho_b)(\phi_f+\phi_b).$$

**Proposition.** Let $\rho_f$ be a point charge $q$ at the centre and couple $U=(qk/\varepsilon L)\,u(\mathbf r/L)$, continued periodically, to the host through $\int U\rho_b$. Then the added potential is $\bar U+(U-\bar U)/\varepsilon$, the level of an electron at the centre is too high by $(1-1/\varepsilon)(\alpha-\bar u)\,qk/\varepsilon L$, and $E_h$ rises by $(1-1/\varepsilon)(c/8\pi)\,q^2k/\varepsilon^2L$, with $c=\int|\nabla u|^2d^3s$ over the unit cube.

*Proof.* The continuation is continuous because $u$ is even in each coordinate. Since $\int\phi\,\delta\rho_b=\int\nabla\phi\cdot\delta\mathbf P$ for periodic $\phi$, stationarity reads
$$\frac{4\pi k\mathbf P}{\varepsilon-1}+\nabla(\phi_b+\Theta)=0,\qquad\Theta=\phi_f+U .$$
Take the divergence and use $4\pi k\nabla\cdot\mathbf P=-4\pi k\rho_b=\nabla^2\phi_b$, valid as $\bar\rho_b=0$. Then $\nabla^2\left[\frac{\varepsilon}{\varepsilon-1}\phi_b+\Theta\right]=0$. A periodic harmonic function is constant and $\bar\phi_b=0$, so $\phi_b=-(1-1/\varepsilon)(\Theta-\bar\Theta)$. For $U=0$ the net potential is $\phi_f/\varepsilon=G_{\rm per}\rho_f$, so the model has the dielectric constant $\varepsilon$. The part linear in $U$ is $\phi_1=-(1-1/\varepsilon)(U-\bar U)$, and $U+\phi_1$ is the stated potential. At the centre it falls short of $U(0)$ by $(1-1/\varepsilon)(U(0)-\bar U)$, and an electron's energy is minus the potential. The extra polarisation is $\mathbf P_1=-(\varepsilon-1)\nabla U/4\pi k\varepsilon$. As $E_h$ is quadratic and minimal at $U=0$, it rises by its quadratic form on $\mathbf P_1$, whose Coulomb part is $\int|\nabla\phi_1|^2/8\pi k$:
$$\frac{1}{8\pi k}\left[\frac{\varepsilon-1}{\varepsilon^2}+\frac{(\varepsilon-1)^2}{\varepsilon^2}\right]\int|\nabla U|^2=\frac{1-1/\varepsilon}{8\pi k}\left(\frac{qk}{\varepsilon L}\right)^2cL.\qquad\square$$

Since $g$ has zero mean, $\bar u$ is the average of $1/s$ over the cube, $2.380077$, and quadrature gives $c/8\pi=0.1302$. Both errors scale as $1/L$, like the correction itself, because the host samples $U$ over the whole cell, where it varies by an amount of order $qk/\varepsilon L$. For $q=2$, $L=2$ nm, $\varepsilon=3$ the level error is $\frac23\times0.457220\times0.076903=0.02344$ aJ $=146$ meV, $11\%$ of $\alpha kq/\varepsilon L$. The energy cost is $\frac23\times0.1302\times4\times0.230708/18=0.00445$ aJ $=28$ meV, $2\%$ of $\alpha kq^2/2\varepsilon L$. Direct minimisation on a finite-difference grid gives $0.02358$ and $0.00442$ aJ.

**8. The unscreening map.** At $U=0$ the total charge $\rho_f+\rho_b$ has the mean of $\rho_f$ and a varying part divided by $\varepsilon$, so $\rho_f=M(\rho_f+\rho_b)$ with $Mz=\varepsilon z-(\varepsilon-1)\bar z$, a symmetric map. If the model charge is extracted from the total density in this way, Lemma 1 applies the potential $\bar U+\varepsilon(U-\bar U)$, which the host screens back to $U$ at first order in $K$. If this potential is held fixed, the cost, quadratic in the applied gradient, grows by $\varepsilon^2$ and remains of order $1/L$. The induced charge is not localised, so A1 fails and with it the $L^{-6}$ estimate of part (b).

Made self-consistent, the scheme may have no minimum at all. For a neutral change $z$ of the bound charge let $P_z=\int z\,vz$, and let $I_z$ be the same integral with the isolated unscreened kernel. Since $Mz=\varepsilon z$, the part of $E_h+E_{\rm cor}$ quadratic in $z$ is, for the cheapest polarisation,
$$\frac{\varepsilon}{2}\left[I_z-\frac{\varepsilon-2}{\varepsilon-1}\,P_z\right].$$
Put equal charges in small cubes of side $b$ inside the eight corners of the cell, balanced by a smooth charge of fixed width at the centre. Periodicity joins the eight cubes into one of side $2b$ with eight times the charge. A self-energy scales as charge squared over side, so as $b\to0$ the ratio $P_z/I_z$ tends to $(64/2)/8=4$. For $\varepsilon>7/3$, which includes $\varepsilon=3$, the bracket then becomes negative for small enough $b/L$, once $P_z/I_z$ exceeds $(\varepsilon-1)/(\varepsilon-2)$, and the energy of this model has no lower bound. The conclusion uses a response that is local down to the length $b$ and linear at any amplitude. A real host screens less at atomic wavelengths and saturates at large fields, so there the argument indicates a possible instability, to be judged at the finite $b/L$ where the local $\varepsilon$ still holds, and does not prove an unbounded energy. The bounds in (b) apply only where both minima exist.

**9. Reference energy.** A state spread uniformly over the cell is shifted at first order by $-\bar U$, the attraction of the isolated charge averaged over that cell; for a point charge at the centre $\bar U=\bar u\,qk/\varepsilon L$. The level $\mu_{\rm SC}$ is measured from the potential far from the isolated defect, so it is to be compared with band edges of the unperturbed host, referred to that same zero of potential, and not with extended states of the corrected cell.

## Table of computed values

```
eps = 3.0, Z_A = 2.0 e at -0.15 nm, Z_B = 1.0 e at 0.15 nm, width 0.1 nm
f = 1.0, grid 0.0625 nm, hbar^2/2m = 6.104264e-03 aJ nm^2
k = 0.230708 aJ nm, k/eps = 0.076903 aJ nm, 1 aJ = 6241.51 meV
alpha = 2.837297, ubar = 2.380077, c = 3.2733, c/8pi = 0.1302
--- L = 2.0 nm
q = 2.0000 e, p = -0.07627 e nm, Q = 0.08932 e nm^2
<x> = -0.07373 nm, <r^2> = 0.06818 nm^2
E_cor = 0.214627 aJ = 1339.60 meV
  1/L 0.218196, 1/L^3 -0.003480, rest -8.86e-05 aJ
E_0 = 0.6712449, E_post = 0.8858722, E_SC = 0.8858568 aJ
lower bound = 0.8858418 aJ, gap = -1.5376e-05 aJ = -0.0960 meV
<V> = -0.213847: 1/L -0.218196, 1/L^3 0.004317, rest 3.18e-05 aJ
eps_0 = -0.360187, eps_0-2E_cor/q = -0.574814, eps_SC = -0.573485 aJ
eps_SC - rigid = 1.3295e-03 aJ = 8.298 meV
F_0 = 0.790209, F_SC = 0.803302, difference 0.013093 nN
direct force 0.016350 nN, 1/L^3 formula 0.015151 nN
--- L = 2.5 nm
q = 2.0000 e, p = -0.07642 e nm, Q = 0.08972 e nm^2
<x> = -0.07358 nm, <r^2> = 0.06778 nm^2
E_cor = 0.172738 aJ = 1078.14 meV
  1/L 0.174556, 1/L^3 -0.001790, rest -2.91e-05 aJ
E_0 = 0.7131248, E_post = 0.8858626, E_SC = 0.8858587 aJ
lower bound = 0.8858549 aJ, gap = -3.8743e-06 aJ = -0.0242 meV
<V> = -0.172340: 1/L -0.174556, 1/L^3 0.002206, rest 1.03e-05 aJ
eps_0 = -0.401419, eps_0-2E_cor/q = -0.574157, eps_SC = -0.573478 aJ
eps_SC - rigid = 6.7901e-04 aJ = 4.238 meV
F_0 = 0.796773, F_SC = 0.803284, difference 0.006511 nN
direct force 0.008153 nN, 1/L^3 formula 0.007760 nN
--- analysis at L = 2.0 nm
(1/2) V chi V = -1.5762e-05 aJ, exponent of gap = 6.177, of F_SC-F_0 = 3.130
eps_SC - eps_0 = -0.2132978 aJ = -1331.30 meV
  -2E_cor/q = -0.2146273 aJ, <V>+2E_cor/q = 7.8073e-04 aJ
  spread formula = 8.3758e-04 aJ
  relaxation term = 5.5981e-04 aJ, frozen-V route = 5.6067e-04 aJ
  d(gap)/df = -1.100e-05 aJ; dE_SC/df = -0.5734846 aJ, dE_post/df = -0.5734736 aJ
force response term = -3.3252e-03 nN, frozen-V route = -3.3275e-03 nN
  -d(gap)/dR = 6.836e-05 nN; -dE_SC/dR = 0.80330, -dE_post/dR = 0.80323 nN
host level error: formula 0.02344 aJ = 146.3 meV, minimised 0.02358 aJ
host energy cost: formula 0.00445 aJ = 27.8 meV, minimised 0.00442 aJ
```
